# Field energy of a uniformly doped depletion layer

**Question.** A metal contact on a uniformly doped n-type semiconductor holds a charge $Q$ per unit area across a total band bending $V$. A parallel-plate capacitor with the same $Q$ and $V$ would store $QV/2$. Why does the depletion layer store $QV/3$?

**Answer.** The two charges of a plate capacitor keep their distance while it is charged. Those of a depletion layer do not. The layer grows by uncovering donors at its inner edge, and each new slice lies farther from the metal than the slices before it. The early charge is therefore separated over a short distance and costs little energy. The voltage rises slowly at first and steeply later, so its average over the charging process is less than half its final value. How much less follows from the charge-voltage relation.

## The charge-voltage relation

Let the metal fill $x<0$. The donors have constant density $N$, and all are ionised. In the depletion approximation there are no mobile carriers for $0<x<W$, and the material beyond $W$ is neutral. The donor charge is smeared into a continuous density, and everything depends on $x$ alone. The relative permittivity $\kappa$ is constant.

In atomic units the elementary charge is 1 and Gauss's law carries the factor $4\pi/\kappa$. The donors hold $Q=NW$ per area and the metal surface holds $-Q$. I write $F$ for the magnitude of the field and $\psi(x)$ for the local band bending, the rise in electron energy between the neutral bulk and the point $x$. Thus $\psi(W)=0$, $\psi(0)=V$ and $F=-d\psi/dx$.

The field vanishes at $W$. At a point $x$ it is set by the donors between $x$ and $W$:

$$F(x)=\frac{4\pi N}{\kappa}(W-x).$$

Integrating from $x$ to $W$ gives the bending:

$$\psi(x)=\int_x^W F\,dx'=\frac{2\pi N}{\kappa}(W-x)^2,\qquad V=\frac{2\pi N W^2}{\kappa}.$$

With $W=Q/N$ this becomes

$$V(Q)=\frac{2\pi Q^2}{\kappa N}.$$

The voltage is quadratic in the charge, although the dielectric is linear. The nonlinearity comes from the moving edge: one factor of $Q$ is the field strength, the other is the width over which the field acts.

## The work of charging

To increase the charge by $dQ$, take electrons from the depletion edge, where $\psi=0$, and carry them to the metal, where their energy is higher by the present bending $V(Q)$. The work against the field is $V(Q)\,dQ$. The electrons cross the whole bending, so $V$ includes the built-in part as well as any reverse bias. Adding up the steps from flat bands,

$$U=\int_0^Q \frac{2\pi Q'^2}{\kappa N}\,dQ'=\frac{2\pi Q^3}{3\kappa N}=\frac13\,Q\,\frac{2\pi Q^2}{\kappa N}=\frac{QV}{3}.$$

The factor one third is the average of $(Q'/Q)^2$ over the charging process. For fixed plates the average would be that of $Q'/Q$, which is one half.

The energy density of the field, $\kappa F^2/8\pi$, gives the same result:

$$U=\frac{\kappa}{8\pi}\left(\frac{4\pi N}{\kappa}\right)^2\int_0^W (W-x)^2dx=\frac{2\pi N^2W^3}{3\kappa}=\frac13\,(NW)\,\frac{2\pi NW^2}{\kappa}.$$

## Where the familiar half has gone

Electrostatics in a linear dielectric also gives $U=\tfrac12\int\rho\phi\,dx$, with a factor one half whatever the arrangement of the charges. This does not conflict with one third, because each charge must be multiplied by its own potential.

Set the potential to zero in the bulk, so that $\phi=-\psi$. The metal charge $-Q$ sits at $-V$ and contributes $+QV/2$. The donors sit at potentials between $-V$ and zero, and contribute

$$-\frac N2\int_0^W\psi\,dx=-\frac{NV}{2}\int_0^W\left(1-\frac xW\right)^2dx=-\frac{NVW}{6}=-\frac{QV}{6}.$$

The sum is $QV/2-QV/6=QV/3$. In words, the mean bending at the donors is $V/3$, so on average they differ from the metal by $2V/3$, and half of that is $V/3$. The plate formula assigns every donor the full difference $V$ from the metal, which here only the donors at the far edge have.

## Recovering one half

This reading can be tested by moving the donors away from the metal. Insert an undoped spacer of thickness $d$, followed by a depleted doped layer of thickness $t$. Now $Q=Nt$. The field is $F_0=4\pi Q/\kappa$ throughout the spacer and then falls linearly to zero, so

$$V=F_0\left(d+\frac t2\right),\qquad U=\frac{\kappa F_0^2}{8\pi}\left(d+\frac t3\right)=\frac{QF_0}{2}\left(d+\frac t3\right).$$

The $t/2$ is the integral of a linearly falling field, and the $t/3$ that of its square. Dividing,

$$\frac{U}{QV}=\frac12\,\frac{d+t/3}{d+t/2}.$$

For $d=0$ this is $1/3$. For $d=t$ it is $0.444$, for $d=10t$ it is $0.492$, and for $d\gg t$ it tends to $1/2$. In that limit the edge still moves, but by a distance that is negligible beside the separation of the charges.

## A second route to one third

Without a spacer, the part of the layer beyond any point $x$ is itself a complete depletion layer, with total bending $\psi(x)$. The field at $x$ is therefore the surface field of that smaller layer, $F=4\pi Q(\psi)/\kappa$. Using $F\,dx=-d\psi$,

$$U=\frac{\kappa}{8\pi}\int_0^W F\,F\,dx=\frac{\kappa}{8\pi}\int_0^V F\,d\psi=\frac12\int_0^V Q(\psi)\,d\psi.$$

Hence $\int Q\,dV=2U$, while the charging work is $\int V\,dQ=U$. Integration by parts says that these two areas add up to $QV$, so $3U=QV$. A spacer breaks the argument, because the region beyond an interior point is then no longer a smaller copy of the whole.

## The capacitance does not give the energy directly

A small alternating voltage measures the differential capacitance. From $V(Q)$,

$$\frac{dV}{dQ}=\frac{4\pi Q}{\kappa N}=\frac{4\pi W}{\kappa},\qquad C=\frac{dQ}{dV}=\frac{\kappa}{4\pi W}.$$

This looks like a plate capacitor of thickness $W$, because a small extra charge appears at the edge. But

$$CV=\frac{\kappa}{4\pi W}\,\frac{2\pi NW^2}{\kappa}=\frac{NW}{2}=\frac Q2,$$

so $CV^2/2=QV/4$, which is too small. It applies the final, smallest capacitance to the whole charging process.

## A silicide contact in numbers

Take rough values for nickel monosilicide on n-type silicon: a barrier of 0.65 eV, $\kappa=11.7$, $N=10^{17}$ cm⁻³ and 300 K. The bulk Fermi level lies 0.146 eV below the conduction band. With 2 V reverse bias the total bending is

$$V=0.650-0.146+2.000=2.504\ \text{eV}.$$

The relation $W=\sqrt{\kappa V/2\pi N}$ gives a width of 180 nm. The peak field is $2V/W=0.278$ MV/cm, and the charge $NW$ is 0.288 µC/cm². Then

$$QV=0.2883\times2.504=0.722\ \mu\text{J/cm}^2,\qquad U=\frac{0.722}{3}=0.241\ \mu\text{J/cm}^2.$$

This is 0.835 eV per transferred electron. The plate formula would give 0.361 and $CV^2/2$ would give 0.181 µJ/cm². When half the final charge has been moved, the bending is 0.626 eV, a quarter of its final value. As an independent test, the donors were replaced by 400 charged sheets and the Coulomb energies of all pairs, including those with the metal sheet, were summed. The sum is again 0.241 µJ/cm².

At zero bias the bending is 0.504 eV and the energy 0.0217 µJ/cm². Since $Q\propto\sqrt V$ at fixed doping, $U\propto V^{3/2}$. A bending about five times larger thus stores about eleven times the energy. This field energy is not what an external circuit supplies, because the source works only against the applied bias and the built-in part is provided by the contact potential. With $U_0$, $V_0$ and $Q_0$ the zero-bias values, taking the contact from 0 to 2 V costs the source $U-U_0-V_0(Q-Q_0)=0.219-0.504\times0.159=0.139$ µJ/cm².

## When the electrons do not leave abruptly

At finite temperature some electrons remain near the depletion edge. If they follow a Boltzmann distribution, $n=Ne^{-\psi/kT}$, then

$$\frac{d^2\psi}{dx^2}=\frac{4\pi N}{\kappa}\left(1-e^{-\psi/kT}\right).$$

Multiplying by $d\psi/dx$ and integrating from the bulk, where both $\psi$ and $F$ vanish, gives

$$F^2=\frac{8\pi N}{\kappa}\left[\psi-kT\left(1-e^{-\psi/kT}\right)\right].$$

For $V\gg kT$ the bracket is $\psi-kT$ over most of the layer. Then $Q\propto(V-kT)^{1/2}$, and $U=\tfrac12\int Q\,d\psi$, which still holds, gives to first order in $kT/V$

$$\frac{U}{QV}\approx\frac13\left(1-\frac{kT}{V}\right).$$

The reversible isothermal work is different. Here $V\approx2\pi Q^2/(\kappa N)+kT$, so

$$\int V\,dQ\approx\frac{Q(V-kT)}{3}+kT\,Q=QV\left(\frac13+\frac{2kT}{3V}\right).$$

To this order it exceeds the field energy by $kTQ=NkT\,W$, the work of pushing back an electron gas of pressure $NkT$ over the distance $W$. "Charging work" and "field energy" thus agree closely only when $kT\ll V$.

Integrating the full equation at 300 K gives a field share of 0.330 and a work share of 0.340 at 2 V reverse bias. At zero bias the shares are 0.3195 and 0.361. With the barrier held fixed, heating the unbiased contact to 400 K lowers the field share to 0.3135, about 6 % below one third.

## The model beside a real contact

The doping chosen here is high for the blocking layer of a rectifier and far below that of a transistor's source or drain contact. Near $10^{20}$ cm⁻³ the electrons are degenerate and tunnel through a barrier a few nanometres thick, and the Boltzmann treatment above fails. In the example $N$ is 0.4 % of the conduction-band density of states, so degeneracy is negligible. About 4 % of the bulk donors are neutral, which shifts the Fermi level by only 1 meV.

The peak field is about half of a rough breakdown field of 0.6 MV/cm; this comparison is for a flat contact, and the field is higher at a sharp edge. Tunnelling at the metal's Fermi level, estimated with the light silicon mass, has an exponent of 59, against 25 for thermal emission over the barrier. Electrons thermally excited to just below the barrier top tunnel far more easily, and at this bias their current can match or exceed that over the top, with negligible effect on $U$. Image forces lower the barrier by 0.06 eV about 1 nm from the metal. That matters for the current, but it acts on a single crossing electron and is not part of the mean bending in $U$.

Uniform doping is also an assumption, and forming a silicide can redistribute dopants near the interface. The sign of the effect depends on where the donors go. A dopant-free region as thick as the depleted doped layer, a deliberately large change, would raise the share from 0.333 to 0.444. Donors piled up in a thin sheet at the metal, which silicide growth can also produce, lower it, because they add charge but almost no bending or field energy. If the sheet holds a quarter as much charge as the rest of the layer, the share falls to about $\tfrac13/1.25=0.267$. This assumes a sheet about 1 nm thick (at 5 nm the share is 0.271) and a small dose, here $4.5\times10^{11}$ cm⁻². A sheet of $10^{13}$ cm⁻² within 2 nm would raise the field at the metal to 1.8 MV/cm, far outside the regime of this example. Smearing the donors is a further idealisation. Their mean spacing is 21.5 nm, about an eighth of $W$, so the local field varies from place to place, and $U$ describes the laterally averaged field. The numerical output lists the width, peak field, charge and energies of the uniform layer for both biases.

## Table of computed values

```
Inputs (rough typical values, NiSi on n-type Si)
relative permittivity 11.7; doping 1.0e+17 cm^-3
barrier 0.65 eV; temperature 300 K; kT 0.0259 eV
density-of-states masses: electron 1.08, hole 1.0 m_e
conduction-band density of states 2.82e+19 cm^-3
bulk Fermi level below band edge 0.1458 eV
--- reverse bias 0.0 V
band bending V 0.5042 eV
depletion width W 80.75 nm
peak field 0.1249 MV/cm
charge Q 0.1294 uC/cm2
product QV 0.06522 uJ/cm2
field energy U 0.02174 uJ/cm2
charging work, integral V dQ 0.02174 uJ/cm2
share U/(QV) 0.33333
energy per transferred electron 0.1681 eV
wrong estimate QV/2 0.03261 uJ/cm2
differential capacitance 0.12830 uF/cm2
wrong estimate CV^2/2 0.01631 uJ/cm2
--- reverse bias 2.0 V
band bending V 2.5042 eV
depletion width W 179.95 nm
peak field 0.2783 MV/cm
charge Q 0.2883 uC/cm2
product QV 0.72200 uJ/cm2
field energy U 0.24067 uJ/cm2
charging work, integral V dQ 0.24067 uJ/cm2
share U/(QV) 0.33333
energy per transferred electron 0.8347 eV
wrong estimate QV/2 0.36100 uJ/cm2
differential capacitance 0.05757 uF/cm2
wrong estimate CV^2/2 0.18050 uJ/cm2
--- further checks at reverse bias
energy ratio, reverse to zero bias 11.069
bending at half the final charge 0.6260 eV
sheet-pair Coulomb energy 0.24067 uJ/cm2
mean local bending at donors 0.8347 eV
spacer/depleted thickness 0: U/(QV) 0.3333
spacer/depleted thickness 1: U/(QV) 0.4444
spacer/depleted thickness 10: U/(QV) 0.4921
--- neglected effects (reverse bias unless stated)
tail 300 K, 0 V bias, V 0.504 eV: shares of QV: field 0.3195, gas 0.0415, work 0.3610
tail 300 K, 2 V bias, V 2.504 eV: shares of QV: field 0.3302, gas 0.0095, work 0.3396
tail 400 K, 0 V bias, V 0.441 eV: shares of QV: field 0.3135, gas 0.0595, work 0.3730
tail 400 K, 2 V bias, V 2.441 eV: shares of QV: field 0.3291, gas 0.0127, work 0.3418
peak field / rough breakdown field of 0.6 MV/cm: 0.46
tunnelling energy E00 3.94 meV (mass 0.19 m_e)
WKB exponent at metal Fermi level 59.4; barrier/kT 25.1
image-force lowering 0.0585 eV at 1.05 nm from the metal
degeneracy measure N/Nc 0.0036
neutral donors in bulk 3.8 % (depth 0.045 eV); Fermi shift 0.99 meV
interface holes at zero bias 3.2e+11 cm^-3 (gap 1.12 eV)
mean donor spacing 21.5 nm
```
